**Thin-film heat conduction by classical Debye phonons**

The program tests the ratio $\kappa_{\rm film}/\kappa_{\rm bulk}=1-y\arctan(1/y)$ with $y^2=4\Lambda_{\min}/(3L)$, where $\Lambda_{\min}$ is the mean free path at the Debye cutoff and $L$ is the thickness between black contacts. It asserts that an explicit sum over wavevectors agrees with the bulk conductivity and with the film formula at four thicknesses to within 0.5%. It also asserts the ballistic conductance $Cv/4$, with $C$ the heat capacity per volume and $v$ the sound speed, and the $L^{-1/2}$ decay of the loss in thick films. A numerical solution of the gray transport equation shows a largest interpolation error of 3.4% over the thicknesses scanned. For a 100 nm film with $\Lambda_{\min}=1$ nm, the formula gives 0.832 and the solution with all frequencies sharing one local temperature gives 0.842. The program asserts that this coupled value lies between its lower and upper bounds, which are 0.827 and 0.856. The output also sizes the effects of quantum heat capacity, optical modes, reflecting contacts and electrons.

## Numerical verification

```python
"""
Result under test: for classical Debye phonons with lifetime A/omega^2 in a
slab between black contacts, using the gray-slab factor at each frequency,
    kappa_film / kappa_bulk = 1 - y*arctan(1/y),  y^2 = (4/3)*path_min/thickness.
Symbols: path_min = mean free path at the Debye cutoff (the shortest one),
x = frequency / cutoff frequency, path(x) = path_min/x^2,
C = 3*n*k_B = heat capacity per volume, v = sound speed,
kappa_bulk = C*v*path_min.  Heat flux in the slab solver is in units of
C*v/4 times the contact temperature difference.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_toeplitz
from scipy.optimize import brentq
from scipy.special import expn

# ---------- chosen model parameters ----------
speed = 1800.0            # m/s
density = 3.0e28          # atoms per m^3
path_min = 1.0e-9         # m
thickness = 100.0e-9      # m
temperature = 300.0       # K
transmission = 0.5        # each contact, for the reflecting-contact estimate
sigma_electric = 1.0e5    # S/m, for the electronic estimate

# ---------- derived quantities ----------
k_debye = (6 * np.pi**2 * density) ** (1 / 3)
omega_debye = speed * k_debye
theta_debye = const.hbar * omega_debye / const.k
lifetime_min = path_min / speed
lifetime_constant = lifetime_min * omega_debye**2
heat_capacity = 3 * density * const.k
kappa_bulk = heat_capacity * speed * path_min


def y_of(length, shortest=path_min):
    return np.sqrt(4 * shortest / (3 * length))


def ratio_formula(y):
    return 1 - y * np.arctan(1 / y)


def gauss_unit(count):
    nodes, weights = np.polynomial.legendre.leggauss(count)
    return (nodes + 1) / 2, weights / 2


# ---------- explicit sum over wavevectors in one octant ----------
cells_radius = 100
axis = np.arange(cells_radius) + 0.5
kx, ky, kz = np.meshgrid(axis, axis, axis, indexing="ij")
radius = np.sqrt(kx**2 + ky**2 + kz**2)
inside = radius < cells_radius
mode_x = radius[inside] / cells_radius
mode_cos = kz[inside] / radius[inside]
mode_omega = mode_x * omega_debye
mode_lifetime = lifetime_constant / mode_omega**2
mode_kappa = 3 * density * const.k * (speed * mode_cos) ** 2 * mode_lifetime
kappa_sum = mode_kappa.mean()
assert abs(kappa_sum / kappa_bulk - 1) < 5e-3   # finite wavevector lattice

for length in (3e-9, 10e-9, 100e-9, 300e-9):
    factor = 1 / (1 + 4 * speed * mode_lifetime / (3 * length))
    film_sum = (mode_kappa * factor).mean()
    film_formula = kappa_bulk * ratio_formula(y_of(length))
    assert abs(film_sum / film_formula - 1) < 5e-3

# share of bulk heat carried by paths longer than the slab thickness
long_modes = speed * mode_lifetime > thickness
long_share_sum = mode_kappa[long_modes].sum() / mode_kappa.sum()
long_share = np.sqrt(path_min / thickness)
assert abs(long_share_sum - long_share) < 5e-3

# ballistic conductance: half of the modes move toward the cold contact
ballistic_sum = heat_capacity * 0.5 * (speed * mode_cos).mean()
thin = 1e-4 * path_min
ballistic_formula = kappa_bulk * ratio_formula(y_of(thin)) / thin
assert abs(ballistic_sum / ballistic_formula - 1) < 2e-3
ballistic = heat_capacity * speed / 4
assert abs(ballistic_sum / ballistic - 1) < 2e-3

# ---------- thick-slab behaviour from direct quadrature ----------
x_fine, w_fine = gauss_unit(300)


def ratio_quadrature(length):
    path = path_min / x_fine**2
    return np.sum(w_fine / (1 + 4 * path / (3 * length)))


deficit_a = 1 - ratio_quadrature(1e4 * path_min)
deficit_b = 1 - ratio_quadrature(1e5 * path_min)
thick_exponent = np.log10(deficit_b / deficit_a)
assert abs(thick_exponent + 0.5) < 0.01
y_thick = y_of(1e4 * path_min)
assert abs(deficit_a - (np.pi * y_thick / 2 - y_thick**2)) < 1e-7


# ---------- transport equation in the slab ----------
def slab_flux_mesh(depths, weights, cells):
    """Flux for modes of given optical depth sharing one temperature profile;
    cell-to-cell exchange integrated exactly, hot contact 1, cold contact 0."""
    position = np.arange(cells + 1) / cells
    passed = 2 * weights @ expn(3, np.outer(depths, position))
    from_hot = passed[:-1] - passed[1:]
    column = np.empty(cells)
    column[0] = 2 * (passed[0] - passed[1])
    column[1:] = 2 * passed[1:-1] - passed[2:] - passed[:-2]
    profile = solve_toeplitz(column, from_hot)
    return passed[0] - from_hot @ profile


def slab_flux(depths, weights, cells):
    """Two meshes combined to remove the leading quadratic mesh error."""
    coarse = slab_flux_mesh(depths, weights, cells // 2)
    fine = slab_flux_mesh(depths, weights, cells)
    return (4 * fine - coarse) / 3


one = np.array([1.0])


def gray_flux(depth, cells=1000):
    return slab_flux(np.array([depth]), one, cells)


assert abs(gray_flux(1e-4) - 1) < 2e-4
gray_slope = (1 / gray_flux(40.0) - 1 / gray_flux(20.0)) / 20
assert abs(gray_slope - 0.75) < 1e-3
gray_depths = np.geomspace(0.01, 100, 41)
gray_errors = np.array([1 / (1 + 0.75 * d) / gray_flux(d) - 1
                        for d in gray_depths])
worst = np.argmax(np.abs(gray_errors))
assert abs(gray_errors[worst]) < 0.05

# all frequencies coupled through one local temperature
x_mode, w_mode = gauss_unit(60)
capacity_share = 3 * x_mode**2 * w_mode


def coupled_ratio(length, cells=4000):
    depths = length * x_mode**2 / path_min
    flux = slab_flux(depths, capacity_share, cells)
    return flux * length / (4 * path_min)


test_lengths = (10e-9, 100e-9, 1000e-9)
coupled = [coupled_ratio(length) for length in test_lengths]
for length, value in zip(test_lengths, coupled):
    assert abs(ratio_formula(y_of(length)) / value - 1) < 0.08
coupled_here = coupled_ratio(thickness)
mesh_shift = coupled_here - coupled_ratio(thickness, cells=2000)
assert abs(mesh_shift) < 1e-3

# lower bound: exact gray slab for each frequency with its own profile
x_few, w_few = gauss_unit(40)
depth_few = thickness * x_few**2 / path_min
separate_here = np.sum(w_few * np.array(
    [0.75 * d * gray_flux(d) for d in depth_few]))
# upper bound: linear common temperature profile
knudsen = path_min / (x_fine**2 * thickness)
linear_here = np.sum(w_fine * (
    1 - 3 * knudsen * (0.25 - expn(5, 1 / knudsen))))
assert separate_here < coupled_here < linear_here

# ---------- worked example and sizes of neglected effects ----------
y_here = y_of(thickness)
ratio_here = ratio_formula(y_here)
kappa_film = kappa_bulk * ratio_here
y_half = brentq(lambda y: ratio_formula(y) - 0.5, 0.01, 5)
length_half = 4 * path_min / (3 * y_half**2)
assert abs(ratio_quadrature(length_half) - 0.5) < 1e-9
path_average = np.sum(3 * x_fine**2 * w_fine * path_min / x_fine**2)
ratio_single = 1 / (1 + 4 * path_average / (3 * thickness))


def quantum_ratio(temp):
    u = theta_debye * x_fine / temp
    occupation_weight = (u / 2 / np.sinh(u / 2)) ** 2
    factor = 1 / (1 + y_here**2 / x_fine**2)
    bulk_part = np.sum(w_fine * occupation_weight)
    return np.sum(w_fine * occupation_weight * factor) / bulk_part, bulk_part


ratio_quantum, bulk_quantum = quantum_ratio(temperature)
ratio_cold, _ = quantum_ratio(theta_debye / 10)
assert abs(ratio_quantum - ratio_here) < 0.01
assert abs(ratio_cold - ratio_here) > 0.05     # classical condition is needed

# only acoustic branches of a two-atom cell carry heat, same lifetime law
path_acoustic = path_min * 2 ** (2 / 3)
ratio_acoustic = ratio_formula(y_of(thickness, path_acoustic))
kappa_acoustic = 0.5 * heat_capacity * speed * path_acoustic

# partly transmitting contacts: sum over repeated diffuse reflections
t1, t2 = 0.5, 0.7
bounces = np.arange(200)
reflected_sum = t1 * t2 * np.sum(((1 - t1) * (1 - t2)) ** bounces)
assert abs(reflected_sum - 1 / (1 / t1 + 1 / t2 - 1)) < 1e-12
contact_factor = 2 / transmission - 1
ratio_contacts = ratio_formula(y_here * np.sqrt(contact_factor))

lorenz = np.pi**2 / 3 * (const.k / const.e) ** 2
kappa_electron = lorenz * sigma_electric * temperature

# ---------- printed numbers ----------
print(f"Sound speed: {speed:.0f} m/s")
print(f"Atom density: {density:.2e} m^-3")
print(f"Shortest mean free path: {path_min*1e9:.2f} nm")
print(f"Slab thickness: {thickness*1e9:.0f} nm")
print(f"Temperature: {temperature:.0f} K")
print(f"Debye cutoff frequency: {omega_debye:.3e} rad/s")
print(f"Debye temperature: {theta_debye:.1f} K")
print(f"Lifetime at cutoff: {lifetime_min*1e12:.3f} ps")
print(f"Lifetime constant A: {lifetime_constant:.3e} s^-1")
print(f"Cutoff frequency times lifetime: {omega_debye*lifetime_min:.2f}")
print(f"Heat capacity C: {heat_capacity:.4e} J/(m^3 K)")
print(f"Bulk conductivity, formula: {kappa_bulk:.4f} W/(m K)")
print(f"Bulk conductivity, wavevector sum: {kappa_sum:.4f} W/(m K)")
print(f"Average mean free path: {path_average*1e9:.3f} nm")
print(f"Heat share of paths > thickness, formula: {long_share:.4f}")
print(f"Heat share of paths > thickness, sum: {long_share_sum:.4f}")
print(f"y squared: {y_here**2:.6f}")
print(f"y: {y_here:.5f}")
print(f"arctan(1/y): {np.arctan(1/y_here):.5f} rad")
print(f"Conductivity ratio, formula: {ratio_here:.4f}")
print(f"Film conductivity: {kappa_film:.4f} W/(m K)")
print(f"Film conductance: {kappa_film/thickness*1e-6:.2f} MW/(m^2 K)")
print(f"Ballistic conductance Cv/4: {ballistic*1e-6:.1f} MW/(m^2 K)")
print(f"Ratio from single average path: {ratio_single:.4f}")
print(f"y at ratio one half: {y_half:.4f}")
print(f"Thickness at ratio one half: {length_half*1e9:.2f} nm")
print(f"Thick-slab deficit exponent: {thick_exponent:.4f}")
print(f"Gray slab resistance slope: {gray_slope:.5f}")
print(f"Gray interpolation worst error: {100*gray_errors[worst]:.2f} %")
print(f"  at thickness/path: {gray_depths[worst]:.2f}")
for length, value in zip(test_lengths, coupled):
    print(f"L = {length*1e9:.0f} nm: formula {ratio_formula(y_of(length)):.4f},"
          f" coupled {value:.4f}")
print(f"Lower bound, separate profiles: {separate_here:.4f}")
print(f"Upper bound, linear profile: {linear_here:.4f}")
print(f"Mesh shift of coupled ratio: {mesh_shift:.1e}")
print(f"Ratio with quantum heat capacity: {ratio_quantum:.4f}")
print(f"Quantum/classical bulk conductivity: {bulk_quantum:.4f}")
print(f"Ratio at 0.1 Debye temp., same paths: {ratio_cold:.4f}")
print(f"Acoustic-only shortest path: {path_acoustic*1e9:.3f} nm")
print(f"Acoustic-only bulk conductivity: {kappa_acoustic:.4f} W/(m K)")
print(f"Acoustic-only ratio: {ratio_acoustic:.4f}")
print(f"Contact transmission in estimate: {transmission:.2f}")
print(f"Factor on y squared from contacts: {contact_factor:.2f}")
print(f"Ratio with reflecting contacts: {ratio_contacts:.4f}")
print(f"Electrical conductivity: {sigma_electric/100:.0f} S/cm")
print(f"Electronic heat conductivity: {kappa_electron:.3f} W/(m K)")
print("ALL CHECKS PASSED")
```

Output:

```
Sound speed: 1800 m/s
Atom density: 3.00e+28 m^-3
Shortest mean free path: 1.00 nm
Slab thickness: 100 nm
Temperature: 300 K
Debye cutoff frequency: 2.180e+13 rad/s
Debye temperature: 166.5 K
Lifetime at cutoff: 0.556 ps
Lifetime constant A: 2.640e+14 s^-1
Cutoff frequency times lifetime: 12.11
Heat capacity C: 1.2426e+06 J/(m^3 K)
Bulk conductivity, formula: 2.2367 W/(m K)
Bulk conductivity, wavevector sum: 2.2268 W/(m K)
Average mean free path: 3.000 nm
Heat share of paths > thickness, formula: 0.1000
Heat share of paths > thickness, sum: 0.0963
y squared: 0.013333
y: 0.11547
arctan(1/y): 1.45584 rad
Conductivity ratio, formula: 0.8319
Film conductivity: 1.8607 W/(m K)
Film conductance: 18.61 MW/(m^2 K)
Ballistic conductance Cv/4: 559.2 MW/(m^2 K)
Ratio from single average path: 0.9615
y at ratio one half: 0.4290
Thickness at ratio one half: 7.25 nm
Thick-slab deficit exponent: -0.4978
Gray slab resistance slope: 0.74999
Gray interpolation worst error: 3.36 %
  at thickness/path: 0.63
L = 10 nm: formula 0.5543, coupled 0.5526
L = 100 nm: formula 0.8319, coupled 0.8416
L = 1000 nm: formula 0.9440, coupled 0.9505
Lower bound, separate profiles: 0.8272
Upper bound, linear profile: 0.8556
Mesh shift of coupled ratio: -9.6e-07
Ratio with quantum heat capacity: 0.8307
Quantum/classical bulk conductivity: 0.9915
Ratio at 0.1 Debye temp., same paths: 0.6026
Acoustic-only shortest path: 1.587 nm
Acoustic-only bulk conductivity: 1.7752 W/(m K)
Acoustic-only ratio: 0.7925
Contact transmission in estimate: 0.50
Factor on y squared from contacts: 3.00
Ratio with reflecting contacts: 0.7253
Electrical conductivity: 1000 S/cm
Electronic heat conductivity: 0.733 W/(m K)
ALL CHECKS PASSED
```
